# Newton-Schulz orthogonalization: two derivations, quadratic convergence and its limits

## First derivation: Newton's method for each singular value

### One vector

Take a single nonzero real column vector \(x_0\) of length \(s\). To normalize it, one multiplies it by \(1/s\), which needs a square root and a division. Suppose that only multiplications and additions are to be used. The wanted factor \(y = 1/s\) is the positive root of

\[ F(y) = y^{-2} - s^2 = 0 . \]

Newton's method replaces a trial value \(y\) by \(y' = y - F(y)/F'(y)\). Here \(F'(y) = -2 y^{-3}\), and the two minus signs combine to a plus:

\[ y' = y + \tfrac12 y^3 \left( y^{-2} - s^2 \right) = y + \tfrac12 \left( y - s^2 y^3 \right) = \tfrac12 y \left( 3 - s^2 y^2 \right) . \]

The division has disappeared. The current vector is \(x = y x_0\), and its squared length is \(x^T x = s^2 y^2\). Multiplying the last equation by \(x_0\) gives

\[ x' = \tfrac12 x \left( 3 - x^T x \right) . \]

The start \(y = 1\) corresponds to \(x = x_0\). The vector never leaves its line, and its coordinate \(d\) along the unit vector \(x_0/s\) changes by

\[ d' = f(d) , \qquad f(d) = \tfrac12 d \left( 3 - d^2 \right) , \qquad d_0 = s . \]

A unit vector stays where it is, since \(f(1) = 1\). A vector of length \(\sqrt3\) is sent to zero, where it remains. A vector of length 2 is sent to \(f(2) = -1\): it has unit length after one step, but it points backwards. Normalization has succeeded and the direction is wrong. These outcomes recur in the matrix case, one singular value at a time, together with the cycling and divergence found below for longer vectors.

### The matrix problem

Let \(X_0\) be a real \(m \times n\) matrix with \(m \ge n\) and linearly independent columns. In electronic-structure work the columns may be orbitals sampled on a grid or expanded in an orthonormal basis. Their overlap matrix is

\[ S = X_0^T X_0 , \]

which is symmetric and positive definite. For complex orbitals the transpose is replaced by the adjoint throughout.

The thin singular value decomposition is

\[ X_0 = W \Sigma V^T , \qquad W^T W = I , \qquad V^T V = V V^T = I , \]

where \(\Sigma\) is diagonal with entries \(s_1, \dots, s_n > 0\). It follows that \(S = V \Sigma W^T W \Sigma V^T = V \Sigma^2 V^T\), so the eigenvalues of the overlap matrix are \(s_i^2\). Its positive inverse square root is \(S^{-1/2} = V \Sigma^{-1} V^T\). The polar factor of \(X_0\) is defined by

\[ U = X_0 S^{-1/2} = W \Sigma V^T V \Sigma^{-1} V^T = W V^T . \]

Its columns are orthonormal, because \(U^T U = V W^T W V^T = I\). This is Löwdin's symmetric orthogonalization.

Among all matrices \(Q\) with \(Q^T Q = I\), the polar factor lies nearest to \(X_0\) in the Frobenius norm, whose square is the sum of the squared entries. To see this, expand

\[ \| X_0 - Q \|_F^2 = \mathrm{tr}\, S + n - 2\, \mathrm{tr}\, Q^T X_0 . \]

The first two terms do not depend on \(Q\). By the cyclic property of the trace,

\[ \mathrm{tr}\, Q^T X_0 = \mathrm{tr}\, (Q V)^T W \Sigma = \sum_i s_i\, (Q v_i) \cdot w_i \le \sum_i s_i , \]

where \(v_i\) and \(w_i\) are the columns of \(V\) and \(W\). The inequality is that of Cauchy and Schwarz, since \(Q v_i\) and \(w_i\) are unit vectors. As every \(s_i\) is positive, equality requires \(Q v_i = w_i\) for each \(i\), which means \(Q V = W\), or \(Q = W V^T = U\). The polar factor thus changes the given functions as little as possible in this norm, and it is the unique minimizer.

### From the scalar step to the matrix iteration

The matrix \(Y = S^{-1/2}\) has the eigenvectors of \(S\) and the eigenvalues \(1/s_i\). Apply the scalar Newton step to each of these eigenvalues, starting from \(y_i = 1\). In matrix form the start is \(Y_0 = I\), and

\[ Y_{k+1} = \tfrac12 Y_k \left( 3 I - S Y_k^2 \right) . \]

Every \(Y_k\) is a polynomial in \(S\): this is true of \(Y_0\), and the step preserves it. Hence each \(Y_k\) is symmetric and commutes with \(S\). Define \(X_k = X_0 Y_k\). Then

\[ X_k^T X_k = Y_k X_0^T X_0 Y_k = Y_k S Y_k = S Y_k^2 . \]

Multiplying the equation for \(Y_{k+1}\) from the left by \(X_0\) gives the Newton-Schulz iteration

\[ X_{k+1} = \tfrac12 X_k \left( 3 I - X_k^T X_k \right) . \]

The auxiliary matrices \(Y_k\) have dropped out, and in practice they should not be iterated in the form above. Their commutation with \(S\) holds only in exact arithmetic. Put \(Y = S^{-1/2} + \Delta\) and work in the eigenbasis of \(S\). To first order the three factors \(Y\) in \(Y S Y^2\) contribute \(\Delta_{ij}\), \((s_i/s_j)\Delta_{ij}\) and \(\Delta_{ij}\), so \(\Delta'_{ij} = \tfrac12 (1 - s_i/s_j)\, \Delta_{ij}\). Rounding errors in \(Y_k\) therefore grow once the largest singular value exceeds three times the smallest. For the scaled example with 0.7 bohr spacing treated below, the ratio is 28.6 and the growth factor is about 14 per step, so the \(Y_k\) recursion diverges in double precision while the \(X_k\) recursion stays converged. Each step needs matrix products and additions, but no diagonalization, inversion or square root.

### Separation into scalar problems

Suppose that \(X_k = W D_k V^T\) with \(D_k\) diagonal. This holds at the start with \(D_0 = \Sigma\). Then \(X_k^T X_k = V D_k^2 V^T\), and

\[ X_{k+1} = \tfrac12 W D_k V^T V \left( 3 I - D_k^2 \right) V^T = W f(D_k) V^T . \]

The form is preserved. The matrices \(W\) and \(V\) stay fixed, while each diagonal entry follows \(d' = f(d)\) independently of the others. An entry may become negative. The singular values of \(X_k\) are then the moduli \(|d|\), and the sign must be remembered separately.

Since \(U = W V^T\), the difference is \(X_k - U = W (D_k - I) V^T\). In the spectral norm, which is the largest singular value,

\[ \| X_k - U \|_2 = \max_i | d_i^{(k)} - 1 | . \]

The iteration therefore converges to \(U\) if and only if every diagonal entry converges to \(+1\).

### Convergence between zero and the square root of three

Let \(0 < s < \sqrt3\). The factor \(3 - s^2\) is positive, so \(f(s) > 0\). The derivative

\[ f'(s) = \tfrac32 \left( 1 - s^2 \right) \]

is positive below \(s = 1\) and negative above it. The maximum of \(f\) on this interval is therefore \(f(1) = 1\). One step takes every starting value in \((0, \sqrt3)\) into \((0, 1]\).

From there on the values cannot decrease, because

\[ f(s) - s = \tfrac12 s \left( 3 - s^2 - 2 \right) = \tfrac12 s \left( 1 - s^2 \right) \ge 0 \qquad (0 < s \le 1) . \]

They also remain at or below 1. A nondecreasing bounded sequence has a limit \(L\), here with \(0 < L \le 1\). Continuity of \(f\) requires \(L = f(L)\), or \(L (1 - L^2) = 0\), and hence \(L = 1\). All singular values in \((0, \sqrt3)\) thus tend to \(+1\), and \(X_k\) tends to \(U\).

To find the rate, put \(s = 1 - \delta\). Then \(3 - s^2 = 2 + 2\delta - \delta^2\), and

\[ f(1 - \delta) = \tfrac12 (1 - \delta) \left( 2 + 2\delta - \delta^2 \right) = \tfrac12 \left( 2 - 3\delta^2 + \delta^3 \right) . \]

The terms linear in \(\delta\) cancel. The new error \(\delta' = 1 - f(s)\) is

\[ \delta' = \tfrac12 \delta^2 (3 - \delta) = \tfrac12 (1 - s)^2 (2 + s) . \]

After the first step every \(\delta\) lies in \([0, 1)\), where \(3 - \delta \le 3\). Taking the largest error over the singular values gives

\[ \| X_{k+1} - U \|_2 \le \tfrac32 \| X_k - U \|_2^2 \qquad (k \ge 1) . \]

This is quadratic convergence, with limiting constant \(3/2\). The inequality is useful once the error is below \(2/3\). Before that, convergence rests on the monotonic rise shown above.

The early steps can be slow. For small \(s\) the map is nearly linear, and for \(0 < s \le 1\)

\[ \frac{f(s)}{s} = \frac{3 - s^2}{2} < \frac32 . \]

A value \(s < 1/2\) can reach \(1/2\) after \(k\) steps only if \((3/2)^k s > 1/2\), which means

\[ k > \frac{\ln [1/(2s)]}{\ln (3/2)} . \]

Nearly dependent functions have small \(s\) and pay this price. A starting value just below \(\sqrt3\) pays it too: since \(f'(\sqrt3) = -3\), the value \(\sqrt3 - \eta\) is sent to about \(3\eta\), from which it must climb back. If the columns are linearly dependent, some \(s_i\) is zero and stays zero in exact arithmetic. No set of \(n\) orthonormal functions can then emerge in exact arithmetic. In double precision a rounding error of order \(10^{-16}\) can take the place of the zero and grow by nearly \(3/2\) per step. After roughly a hundred steps the residual \(I - X_k^T X_k\) may then vanish, with the missing direction supplied by rounding noise.

### What happens beyond the square root of three

Above \(\sqrt3\) the map changes the sign of the diagonal entry. Its modulus follows

\[ g(s) = -f(s) = \tfrac12 s \left( s^2 - 3 \right) , \qquad g'(s) = \tfrac32 \left( s^2 - 1 \right) > 0 . \]

On \([\sqrt3, \infty)\) this function increases from zero without bound. Whether the modulus grows or shrinks is decided by

\[ g(s) - s = \tfrac12 s \left( s^2 - 5 \right) . \]

It shrinks for \(\sqrt3 < s < \sqrt5\) and grows for \(s > \sqrt5\). At \(s = \sqrt5\) the entry alternates between \(\sqrt5\) and \(-\sqrt5\). This cycle is unstable, since \(g'(\sqrt5) = 6 > 1\), and rounding errors drive a computed sequence away from it.

To sort the starting values below \(\sqrt5\), set \(a_0 = 0\) and \(a_1 = \sqrt3\), and let \(a_{n+1}\) be the solution of \(g(a_{n+1}) = a_n\) on \([\sqrt3, \infty)\). Because \(g\) increases, \(a_n > a_{n-1}\) implies \(a_{n+1} > a_n\). Because \(g(\sqrt5) = \sqrt5\), \(a_n < \sqrt5\) implies \(a_{n+1} < \sqrt5\). The thresholds therefore rise to a limit, which must satisfy \(g(L) = L\) and so equals \(\sqrt5\).

For \(n \ge 1\), one step sends the interval \((a_n, a_{n+1})\) to \((a_{n-1}, a_n)\) in modulus and reverses the sign. After \(n\) steps the modulus lies in \((0, \sqrt3)\) and the sign is \((-1)^n\). Since \(f(-d) = -f(d)\), the later steps keep this sign, and

\[ d^{(k)} \to (-1)^n \qquad \text{for } a_n < s < a_{n+1} . \]

A start at \(a_n\) with \(n \ge 1\) reaches zero after \(n\) steps. Solving \(g(a_{n+1}) = a_n\) with a bracketing root finder gives

\[ a_2 = 2.1478 , \quad a_3 = 2.2212 , \quad a_4 = 2.2336 , \]

to be compared with \(\sqrt3 = 1.7321\) and \(\sqrt5 = 2.2361\). The windows narrow quickly. Since \(g'(\sqrt5) = 6\), the distance from \(a_n\) to \(\sqrt5\) shrinks by a factor that tends to 6.

Above \(\sqrt5\) the modulus increases at every step. A finite limit would have to be a fixed point of \(g\) larger than \(\sqrt5\), and there is none, so the iteration diverges.

Failure beyond \(\sqrt3\) therefore means loss of the guarantee. Just above \(\sqrt3\) the limit has the wrong sign, between \(a_2\) and \(a_3\) it is right again, and above \(\sqrt5\) there is no limit.

## Second derivation: expansion in the residual

### Symbols and results carried over

The matrix \(X_0\) has \(n\) linearly independent real columns and overlap matrix \(S = X_0^T X_0\), with eigenvalues \(s_i^2\). Its polar factor is \(U = X_0 S^{-1/2}\), the nearest matrix with orthonormal columns. The iteration is \(X_{k+1} = X_k (3I - X_k^T X_k)/2\). Along each singular direction it acts as \(d' = f(d) = d(3 - d^2)/2\). The first derivation gave quadratic convergence to \(U\) for all \(s_i\) in \((0, \sqrt3)\), sign windows with edges \(a_n\) between \(\sqrt3\) and \(\sqrt5\), and divergence above \(\sqrt5\).

The same iteration and the same convergence theorem will now be obtained without Newton's method and without the singular value decomposition, by following the residual and the polar factor instead.

### The iteration as a truncated series

Measure the lack of orthonormality of a matrix \(X\) by its residual

\[ E = I - X^T X . \]

If \(X\) has full column rank, its polar factor is \(X (X^T X)^{-1/2} = X (I - E)^{-1/2}\). For small \(E\), seek \((I - E)^{-1/2} = I + cE + O(E^2)\). Its square multiplied by \(I - E\) must be the identity:

\[ \left( I + 2cE \right) \left( I - E \right) + O(E^2) = I + (2c - 1) E + O(E^2) = I . \]

Thus \(c = 1/2\). Dropping the terms of second and higher order gives the corrected matrix

\[ X' = X B , \qquad B = I + \tfrac12 E = \tfrac12 \left( 3I - X^T X \right) . \]

This is the Newton-Schulz step. The expansion motivates it for small \(E\). The convergence proof below does not require \(E\) to be small.

### The polar factor is conserved

Write \(X = U P\) with \(P = (X^T X)^{1/2}\), the positive definite square root. This factorization is unique: if \(X = Q P\) with \(Q^T Q = I\) and \(P\) symmetric positive definite, then \(X^T X = P^2\), which fixes \(P\), and then \(Q = X P^{-1}\).

One step gives

\[ X' = U P B , \qquad B = \tfrac12 \left( 3I - P^2 \right) . \]

The matrices \(P\) and \(B\) commute, so \(P B\) is symmetric. It is positive definite if \(B\) is, which requires every eigenvalue of \(P^2 = X^T X\) to be less than 3. In that case \(U (P B)\) is the polar factorization of \(X'\), and its polar factor is again \(U\).

The bound \(\sqrt3\) now has a direct meaning: it is where the correcting factor \(B\) ceases to be positive. If \(B\) has a zero eigenvalue, \(X'\) loses rank. If \(B\) is invertible but has negative eigenvalues, the polar factor changes to \(U\, \mathrm{sgn}(B)\), where \(\mathrm{sgn}(B)\) has the eigenvectors of \(B\) and the signs of its eigenvalues. For one negative eigenvalue with unit eigenvector \(v\),

\[ \mathrm{sgn}(B) = I - 2 v v^T . \]

### The residual contracts

The new residual follows from \(X'^T X' = B (I - E) B\). All factors are polynomials in \(E\) and commute, so

\[ X'^T X' = \left( I + E + \tfrac14 E^2 \right) \left( I - E \right) = I - \tfrac34 E^2 - \tfrac14 E^3 . \]

The linear terms cancel, and the quadratic coefficient is \(1/4 - 1 = -3/4\). Hence

\[ E' = \tfrac14 E^2 \left( 3I + E \right) . \]

Let all eigenvalues of \(S\) lie between 0 and 3. The eigenvalues \(e\) of the initial residual then lie in \((-2, 1)\). Each becomes \(e' = e^2 (3 + e)/4\), which is nonnegative because \(e > -3\). The product form above also gives

\[ 1 - e' = (1 - e) \left( 1 + \tfrac12 e \right)^2 > 0 , \]

so \(0 \le e' < 1\). After the first step, \((3 + e)/4 < 1\) and therefore \(e' \le e^2\). In the spectral norm,

\[ \| E_{k+1} \|_2 \le \| E_k \|_2^2 \quad (k \ge 1) , \qquad \| E_k \|_2 \le \| E_1 \|_2^{\,2^{k-1}} . \]

Since \(\| E_1 \|_2 < 1\), the residual tends to zero. Meanwhile \(B_k = I + E_k/2\) is positive definite at every step: at \(k = 0\) because \(e > -2\), and later because \(e \ge 0\). The polar factor consequently remains \(U\) throughout, and \(X_k = U P_k\).

It remains to convert a small residual into a small distance from \(U\). From \(E_k = I - P_k^2 = (I - P_k)(I + P_k)\),

\[ U - X_k = U \left( I - P_k \right) = U E_k \left( I + P_k \right)^{-1} . \]

The inverse has norm less than 1, so \(\| X_k - U \|_2 \le \| E_k \|_2\), and \(X_k\) converges to \(U\). For \(k \ge 1\) the eigenvalues of \(P_k\) do not exceed 1, which gives the reverse estimate \(\| E_k \|_2 \le 2 \| X_k - U \|_2\). Together,

\[ \| X_{k+1} - U \|_2 \le \| E_{k+1} \|_2 \le \| E_k \|_2^2 \le 4 \| X_k - U \|_2^2 . \]

This again proves quadratic convergence. The constant 4 is cruder than the earlier \(3/2\), but the limiting rates agree: near convergence \(e \approx 2\delta\), and \(e' \approx 3e^2/4\) becomes \(\delta' \approx 3\delta^2/2\).

### Which errors are removed

Any matrix with orthonormal columns is a fixed point of the step, so the quadratic law cannot hold for arbitrary disturbances. Replace \(U\) by \(U + tK\) with small \(t\). Then \(X^T X = I + t (U^T K + K^T U) + O(t^2)\), and the step gives

\[ X' = U + t \left[ K - \tfrac12 U \left( U^T K + K^T U \right) \right] + O(t^2) . \]

If \(K = U H\) with \(H\) symmetric, the bracket is \(U H - U H = 0\). The exact iteration has errors of this kind, \(X_k - U = U (P_k - I)\), and they are removed to first order. If \(U^T K + K^T U = 0\), the disturbance preserves orthonormality to first order and the bracket is \(K\). Such an error, for example one left by rounding, is neither amplified nor repaired at this order. The iteration restores orthonormality, but \(X_0\) does not enter the step, so a shift of the polar factor caused by such an error is not undone.

### Gaussian functions that converge

Consider normalized Gaussians on a line,

\[ \varphi_j(x) = \left( \frac{2\alpha}{\pi} \right)^{1/4} e^{-\alpha (x - c_j)^2} , \qquad \alpha = 0.5\ \text{bohr}^{-2} . \]

For two centres a distance \(r\) apart, the sum of the squares in the exponents is \(2 (x - \bar c)^2 + r^2/2\), where \(\bar c\) is the midpoint. The overlap is therefore \(\exp(-\alpha r^2/2)\). The functions are sampled with step \(h = 0.05\) bohr at 481 points from \(-12\) to 12 bohr. The entries of \(X_0\) are \(\sqrt h\, \varphi_j(x_p)\), so that \(X_0^T X_0\) is the overlap matrix by numerical quadrature.

Four functions spaced by 1.5 bohr have neighbour overlap \(\exp(-0.5625) = 0.5698\). A numerical singular value decomposition gives

\[ s = 1.4211,\ 1.1203,\ 0.7460,\ 0.4108 . \]

All are below \(\sqrt3\). The smallest becomes \(0.41083\, (3 - 0.16878)/2 \approx 0.5816\) in the first step. Iterating in double precision gives:

| \(k\) | \(\lVert X_k - U \rVert_2\) | \(\lVert E_k \rVert_2\) |
|---|---|---|
| 0 | 0.589 | 1.020 |
| 2 | 0.226 | 0.401 |
| 4 | \(7.35 \times 10^{-3}\) | \(1.46 \times 10^{-2}\) |
| 5 | \(8.08 \times 10^{-5}\) | \(1.62 \times 10^{-4}\) |
| 6 | \(9.79 \times 10^{-9}\) | \(1.96 \times 10^{-8}\) |

From step 4 to step 5 the error divided by the square of the previous error is 1.496. The formula \((2 + s)/2\) gives the same figure with the smallest singular value at step 4, \(s = 0.99265\). One step later the ratio is 1.500.

### An orthonormal but wrong limit

For normalized functions \(\mathrm{tr}\, S = n\). The positive eigenvalues of \(S\) add up to \(n\), so up to three linearly independent normalized functions have all eigenvalues below 3 and are safe. Four need not be. At a spacing of 0.7 bohr the singular values are

\[ s = 1.7695,\ 0.8829,\ 0.2928,\ 0.0619 . \]

The largest lies between \(\sqrt3\) and \(a_2\). Its diagonal entry runs through

\[ 1.7695,\ -0.1159,\ -0.1731,\ -0.2570,\ -0.3770,\ \dots \]

and tends to \(-1\). The limit is \(U (I - 2 v v^T)\), where \(v\) is the corresponding right singular vector. The residual falls below \(10^{-12}\) after 12 steps, yet the limit differs from \(U\) by 2 in the spectral norm.

The damage shows in the overlaps with the original functions. Summed over the four functions, the overlap of each Löwdin function with its parent is \(\sum_i s_i = 3.007\). For the limit found here the sum is \(3.007 - 2 \times 1.7695 = -0.532\). The two sets span the same space, but the second is far from the original functions.

The initial residual warns of this fault: its eigenvalue \(1 - 1.7695^2 \approx -2.13\) lies below \(-2\), so \(B_0\) is not positive definite. The residual of the limit cannot reveal it, because \(X^T X\) does not see the sign. The matrix \(X_k^T X_0\) does. For the correct limit it is \(U^T X_0 = S^{1/2}\), which is positive definite. For the wrong limit it is \((I - 2 v v^T) S^{1/2}\), which has the negative eigenvalue \(-1.7695\).

Enlarging the same \(X_0\) by the factor 1.232 moves its largest singular value to 2.18, between \(a_2\) and \(a_3\). The second largest becomes about 1.09 and remains safe. The iteration then converges to \(U\), because the sign is reversed twice. This is an accident of the window and no basis for a method.

Ten functions spaced by 0.5 bohr have a largest singular value of 2.385, above \(\sqrt5\). It grows to 3.205, 11.65 and 773 in three steps.

### Scaling the start

For \(c > 0\), \(c X_0 = U (c P_0)\) has the same polar factor as \(X_0\). The start may therefore be scaled into the safe interval. Let \(R\) be the largest sum of absolute values in a row of \(S\). If \(S z = \lambda z\) and \(z_i\) is a component of largest modulus, then

\[ \lambda |z_i| \le \sum_j |S_{ij}|\, |z_j| \le R\, |z_i| . \]

Thus \(\lambda \le R\), and \(X_0 / \sqrt R\) has all its singular values in \((0, 1]\).

For the spacing of 0.7 bohr, \(R = 3.382\). The scaled singular values run from 0.0336 to 0.9622, and the iteration converges to \(U\). The smallest needs more than \(\ln (0.5/0.0336)/\ln 1.5 \approx 6.7\) steps to reach \(1/2\), and it takes 7. The residual falls below \(10^{-12}\) after 13 steps, one more than without scaling, but now the limit is right.

### What each derivation assumes

Both derivations assume linearly independent columns and exact arithmetic, and both need the eigenvalues of \(S\) to be below 3 for the general guarantee. They use this bound differently.

The first assumes the singular value decomposition and treats \(1/s_i\) as the root of a scalar equation. Newton's method supplies the step, and the start \(Y_0 = I\) ensures that all matrices commute. Since the resulting scalar map is defined for every \(s\), the argument continues past \(\sqrt3\) and gives the windows, the 2-cycle and the divergence. It also gives the sharp limiting constant \(3/2\).

The second assumes a positive definite square root and an expansion about an orthonormal matrix. Its proof has two separate parts: the residual contracts, and the positive factor \(B\) conserves the polar factor. Both are needed. For \(\sqrt3 < s < \sqrt5\), away from the thresholds, the residual still tends to zero, while the conservation law fails at the first step. This separation explains how an iteration can produce orthonormal functions and still miss the Löwdin functions.

The two routes meet in the same formula for a simple reason. Consider a step \(d' = d (a + b d^2)\). Newton's method makes \(d = 1\) a fixed point with zero slope there, and the first-order expansion in the residual imposes the same two conditions:

\[ a + b = 1 , \qquad a + 3b = 0 . \]

Subtraction gives \(2b = -1\), so \(b = -1/2\) and \(a = 3/2\). Within this cubic form, quadratic convergence to 1 leaves no other choice.
